# Decision threshold and detection limit for trace-metal counting with a paired blank, part 2

Iron on a silicon wafer is sought by counting X-ray fluorescence photons. The sample gives a gross count $G$ with mean $S+B$, where $S$ is the mean signal of the metal and $B$ that of the background. A paired blank, counted for the same time, gives $b$ with mean $B$. Both are independent Poisson counts, so the net count $N=G-b$ has mean $S$ and variance $S+2B$.

Metal is declared detected when $N>L_C$. The decision threshold $L_C$ allows 5 % false positives on clean wafers ($S=0$); the detection limit $L_D$ is the mean signal missed 5 % of the time. With $Q$ the upper tail of the standard normal distribution, $Q(k)=0.05$, $k=1.645$ and $k^2=2.706$, the normal approximation gives

$$\boxed{L_C=k\sqrt{2B}=2.33\sqrt B}, \tag{2}$$

$$L_D-L_C=k\sqrt{L_D+2B}, \tag{3}$$

$$\boxed{L_D=k^2+2L_C=2.71+4.65\sqrt B}. \tag{4}$$

The standard deviation of $N$ is $\sigma_0=\sqrt{2B}$ without metal and $\sigma_D=\sqrt{L_D+2B}=\sigma_0+k$ at the limit.

In the example the background rate is 0.40 counts/s and the sensitivity 0.020 counts/s per $10^9$ atoms/cm². In 1000 s these give $B=400$ counts and 20 counts per $10^9$ atoms/cm², hence $L_C=46.52$ and $L_D=95.75$ counts, or $4.79\times10^9$ atoms/cm². The process tolerates $5\times10^9$ atoms/cm², a margin of about 4 %.

Error rates can also be found without the normal approximation, by a full sum over the joint Poisson probabilities of $G$ and $b$. The table lists such rates in percent. The second and third columns use the known $B$ in the threshold; the last two are false-positive rates for thresholds built from observed counts.

| $B$ | false pos. | missed at $L_D$ | $k\sqrt{2b}$ | $k\sqrt{G+b}$ |
|---:|---:|---:|---:|---:|
| 4 | 5.46 | 4.19 | 10.57 | 5.08 |
| 25 | 5.17 | 4.72 | 7.19 | 4.94 |
| 100 | 4.82 | 5.12 | 6.04 | 5.01 |
| 400 | 5.01 | 4.98 | 5.51 | 5.00 |

### When the threshold comes from the observed blank

Without a history of blanks one may be tempted to put the observed $b$ in place of $B$ and to declare detection when $N>k\sqrt{2b}$. For $B=400$ this raises the false-positive rate to 5.51 %, and for $B=4$ to 10.57 %.

The reason appears on writing $G=B+\gamma$ and $b=B+\delta$ for a clean wafer. The fluctuations $\gamma$ and $\delta$ are independent, with mean zero and variance $B$. To first order in $\delta/B$,

$$k\sqrt{2b}=k\sqrt{2B}\,\sqrt{1+\frac{\delta}{B}}\simeq L_C+\frac{L_C}{2B}\,\delta=L_C+\varepsilon\delta,\qquad \varepsilon=\frac{k}{\sqrt{2B}} .$$

The condition for detection, $\gamma-\delta>L_C+\varepsilon\delta$, becomes

$$\gamma-(1+\varepsilon)\delta>L_C .$$

A low blank, $\delta<0$, raises the net count and lowers the threshold at the same time. The two effects have the same sign and add before squaring. The left side has variance

$$B+(1+\varepsilon)^2B=2B\left(1+\varepsilon+\tfrac12\varepsilon^2\right),$$

so the false-positive rate is

$$Q\!\left(\frac{k}{\sqrt{1+\varepsilon+\varepsilon^2/2}}\right).$$

For $B=400$, $\varepsilon=46.52/800=0.058$, and this expression gives 5.51 %, in agreement with the full sum.

If the threshold were taken from a third, independent blank, its fluctuation would add variance $\varepsilon^2B$ without the linear term in $\varepsilon$. For $B=400$ the full sum for this case gives 5.02 %. At this background level nearly all of the excess therefore comes from using the same $b$ twice. At a few counts the uncertainty of the threshold also matters: for $B=4$ an independent blank gives 6.60 %, against 5.46 % with the known mean.

At $S=L_D$ the distance of the mean from the threshold is unchanged in this linear approximation, while the variance is larger. More signals are therefore missed as well: 5.44 % for $B=400$.

### A rule that needs no blank history

For a clean wafer both $G$ and $b$ have mean $B$, so their sum estimates $2B$. It also has no covariance with the net count:

$$\operatorname{Cov}(G-b,\,G+b)=\operatorname{Var}G-\operatorname{Var}b=0\qquad(S=0).$$

This suggests the rule

$$N>k\sqrt{G+b}. \tag{5}$$

Its false-positive rates in the table stay within 0.1 percentage points of 5 % at all four blank levels. At other levels between $B=4$ and 25 they range from about 4.9 to 5.2 %, and at very small $B$ the rule becomes conservative (0.9 % at $B=0.5$). All this assumes pure Poisson noise. The rule cannot see a background that varies from wafer to wafer: with the 3 % scatter treated below it gives 7.9 % false positives, and repeated blanks are still needed to reveal that scatter.

The rule can be rewritten as a threshold that depends on the blank alone. Since $G+b=N+2b$, squaring (5) for positive $N$ gives

$$N^2-k^2N-2k^2b>0 .$$

The quadratic has one root that is not positive and one that is. A positive $N$ satisfies the inequality when it lies above the larger root:

$$N>\frac{k^2}{2}+k\sqrt{2b+\frac{k^2}{4}} .$$

For $N\le0$ neither form is satisfied, so the two are equivalent.

The price is paid at the detection limit. There the mean of $G+b$ is $L_D+2B=\sigma_D^2$, and the threshold is typically

$$k\sigma_D=k(\sigma_0+k)=L_C+k^2,$$

which is 2.7 counts higher than before. The form that depends on the blank alone lies only about $k^2/2=1.4$ counts above $L_C$ at $b=B$, but it also carries the extra variance from using $b$ twice; the two forms are the same rule and give the same miss rate. For $B=400$ the miss probability at $S=L_D$ becomes 5.95 %. Under rule (5) the signal that is missed 5 % of the time is thus somewhat larger than (4) states: 98.45 counts, or $4.92\times10^9$ atoms/cm², against 95.75.

### Counting time

Let $\rho$ be the background rate, $s$ the sensitivity in counts per unit time and unit areal density, and $t$ the time spent on each of the two wafers. Then $B=\rho t$, and the limit as an areal density is

$$\frac{L_D}{st}=\frac1s\left(\frac{k^2}{t}+2k\sqrt{\frac{2\rho}{t}}\right). \tag{6}$$

When the first term is small, the limit falls as $1/\sqrt t$. Fourfold counting, 4000 s per wafer at the same rates, lowers it from $4.79\times10^9$ to $2.36\times10^9$ atoms/cm². This is slightly less than half, because the first term falls as $1/t$.

Equation (6) also shows what a better instrument brings. With the background rate held fixed, doubling $s$ halves the limit. With the sensitivity held fixed, halving $\rho$ lowers the second term by a factor $\sqrt2$.

### Background that varies from wafer to wafer

Surface roughness or alignment may change the background between the two runs. Let the mean background of each run scatter independently about $B$ with relative standard deviation $\varphi$. The variance of a count is then the average of its Poisson variance plus the variance of its mean, $B+\varphi^2B^2$. Without metal the net count has variance

$$V_0=2B+2\varphi^2B^2 ,$$

and a signal adds $S$ to it. The earlier derivation goes through with $2B$ replaced by $V_0$. The threshold is $L_C=k\sqrt{V_0}$, the limit obeys $(L_D-L_C)^2=k^2L_D+k^2V_0$, and the last term again equals $L_C^2$. So $L_D=k^2+2L_C$ still holds, with the larger $L_C$.

For $\varphi=0.03$ the scatter is 12 counts in each run, and

$$L_C=1.645\sqrt{800+288}=54.26,\qquad L_D=2.71+2\times54.26=111.2\ \text{counts}.$$

The limit rises by 16 % to $5.56\times10^9$ atoms/cm², which is above the tolerated $5\times10^9$. If the threshold is left at 46.5 counts, false positives rise to 7.9 %. With the raised threshold, sums that take the mean background to be gamma distributed give 4.92 % false positives and 5.06 % misses.

Longer counting does not remove this scatter. For large $t$ the term $\varphi^2B^2$ dominates $V_0$, and the limit approaches

$$\frac{2\sqrt2\,k\varphi\rho}{s}=\frac{4.65\times0.03\times0.40}{0.020}\times10^9\simeq2.8\times10^9\ \text{atoms/cm}^2 .$$

The $2.36\times10^9$ found above for 4000 s is therefore out of reach if the scatter is 3 %. The tolerated level lies above this floor, so a longer count can still bring the limit below it.

The size of $V_0$ can be estimated from repeated blanks, taken on different clean wafers that are each newly aligned. Twice their observed variance estimates $V_0$, and the excess of the variance over the mean estimates $\varphi^2B^2$. Many blanks are needed. The variance found from $n$ of them has a relative standard deviation of about $\sqrt{2/(n-1)}$, or 26 % for $n=30$, while the excess sought here is 36 % of the Poisson variance. Even without any scatter, the observed variance exceeds the mean in nearly half of all such series.

### Sensitivity that varies

Let the sensitivity scatter from run to run with relative standard deviation $r$. Let the background stay the same. A clean wafer is then unaffected, so $L_C$ stays as it was. If the cause also changes the background, as a varying tube output does, $L_C$ rises too, and the limit derived here can be far too low: with 10 % scatter of the background in each run and $B=400$, the threshold alone is $1.645\sqrt{800+3200}=104$ counts. A signal of mean $S$ acquires the extra variance $r^2S^2$, and (3) becomes, after squaring,

$$L_D^2-2L_DL_C+L_C^2=k^2L_D+k^2r^2L_D^2+2k^2B .$$

The terms $L_C^2$ and $2k^2B$ cancel as before. Division by $L_D$ gives

$$L_D=\frac{k^2+2L_C}{1-k^2r^2}\qquad(kr<1).$$

For $r=0.10$ the denominator is 0.973 and the limit rises by 2.8 % to 98.4 counts. In this approximation there is no finite limit for $kr\ge1$, because $k$ times the noise then grows with the signal at least as fast as the margin $S-L_C$ does. This divergence belongs to the normal approximation, whose lower tail admits negative sensitivities, and the formula should be used for small $r$ only. If the sensitivity is gamma distributed, the limit is about 119 counts at $r=0.3$ and 172 at $r=0.5$, where the formula gives 127 and 296, and it is still finite, about 250 counts, at $r=0.65$. A fixed calibration error is a different matter: it changes $s$ in (6) and multiplies every reported density by the same factor.

### Shifts between sample and blank

Scatter widens the distribution of $N$; a systematic difference between the two runs moves its centre.

Suppose that the reference wafer itself carries $10^9$ iron atoms/cm², or $\Delta=20$ counts. The net count then has mean $S-\Delta$ and variance $S+2B+\Delta$. With the threshold kept at 46.5 counts, the signal that is missed 5 % of the time rises to 116.8 counts, or $5.84\times10^9$ atoms/cm². This is 22 % above the ideal limit; at the same time the false-positive rate falls to 1.0 %, because a clean sample now has mean net count $-\Delta$. Most of the increase is the shift $\Delta$ itself; the remaining count or so comes from the added noise. Since $\Delta$ grows in proportion to the time, the corresponding density stays at $10^9$ atoms/cm² however long one counts.

Suppose instead that the X-ray tube is 1 % stronger during the sample run. A clean wafer then has a mean net count of $0.01\times400=4$, and false positives rise to 6.7 %. Longer counting makes this worse: the shift grows as $t$ and the threshold as $\sqrt t$. A tube that is weaker during the sample run lowers the false-positive rate and causes more misses. At 1 % weaker, the signal that is missed 5 % of the time rises to 100.7 counts, or $5.04\times10^9$ atoms/cm², which is already above the tolerated level.

### Detector dead time

Suppose that after each recorded photon the detector is blind for a time $\tau$, and that photons arriving meanwhile are lost without prolonging it. If photons arrive at total rate $R$ and are recorded at rate $m$, the detector is blind for a fraction $m\tau$ of the time. Hence $m=R(1-m\tau)$, and the recorded fraction is

$$\frac mR=\frac1{1+R\tau}.$$

For $R=5000$ counts/s over the whole spectrum and $\tau=5$ µs this is 0.976. With the clock time fixed at 1000 s, signal and background both shrink by this factor. If the recorded counts are still treated as Poisson counts, the limit rises by 1.3 % to $4.85\times10^9$ atoms/cm².

### The real measurement

The background rate and sensitivity used here are round numbers chosen for illustration, not data from a particular instrument. Both depend on the X-ray source, the detector and the angle of incidence, and the limit must be recomputed from the rates measured on the tool in use. The sizes of the neglected effects are rough assumptions and were varied one at a time, so their percentages should not simply be added. Among them, iron on the reference wafer (22 %) and independent background scatter (16 %) move the limit most, and either one alone lifts it above the tolerated $5\times10^9$ atoms/cm². The ideal margin of 4 % is therefore too small to rely on. A plan for this tolerance needs a longer count, a background scatter measured on repeated blanks, and a reference wafer whose own iron is known to be well below the level sought. The numerical output below lists the main values.

## Computed results

```
k = 1.6449, k^2 = 2.706
k sqrt2 = 2.326, 2k sqrt2 = 4.652
background rate = 0.40 counts/s
sensitivity = 0.020 counts/s per 1e9 atoms/cm2
counting time = 1000 s, mean blank B = 400 counts
counts per 1e9 atoms/cm2 = 20.0
sd of N without metal = 28.28 counts
sd of N at L_D = 29.93 counts
L_C = 46.52 counts = 2.33e9 atoms/cm2
L_D = 95.75 counts = 4.79e9 atoms/cm2
L_D from Poisson sums = 95.69 counts
false positives, Poisson sum = 5.01 %
false negatives at L_D, Poisson sum = 4.98 %
detected when S = L_C: 50.0 %
Rules using observed counts, B as above:
 k sqrt(2b): false pos 5.51 %, missed at L_D 5.44 %
 linearized false-positive rate = 5.51 %
 threshold from independent blank: 5.02 %
 k sqrt(G+b): false pos 5.00 %, missed at L_D 5.95 %
B, L_C, L_D (counts); false pos, missed at L_D (known B);
  false pos with k sqrt(2b); false pos with k sqrt(G+b) (%)
    4   4.65  12.01   5.46   4.19  10.57   5.08
   25  11.63  25.97   5.17   4.72   7.19   4.94
  100  23.26  49.23   4.82   5.12   6.04   5.01
  400  46.52  95.75   5.01   4.98   5.51   5.00
B = 0: formula 2.71, Poisson 3.00 counts
readings: sample 470, blank 396 counts
 net = 74 counts, sd = 29.4 counts, 3.70e9 atoms/cm2
 sd of density = 1.47e9 atoms/cm2
L_D for 4000 s = 2.36e9 atoms/cm2
Neglected effects (rough sizes):
 background scatter 3 %: L_C = 54.26 counts
  L_D = 111.22 counts = 5.56e9 atoms/cm2 (+16.1 %)
  false positives if L_C is not raised = 7.9 %
  with raised L_C: false pos 4.92 %, missed 5.06 %
 sensitivity scatter 10 %: L_D = 98.42 counts (+2.8 %), missed 4.94 %
 iron on reference 1.0e9 atoms/cm2 = 20 counts
  L_D = 116.81 counts = 5.84e9 atoms/cm2 (+22.0 %)
 tube drift 1 %: false positives 6.7 %
 dead time 5 us at 5000 counts/s: live fraction 0.9756
  L_D = 4.85e9 atoms/cm2 (+1.3 %)
```
